# Wilson loop of occupied projectors and the eigenvalues of projected position: verification in Python

```python
"""
Result under test: the ordered product of occupied projectors around a
Brillouin-zone cycle, closed by V = diag(exp(i G x_j)), tends to a Wilson loop W
that is unitary on the occupied space.  Its eigenvalues exp(i theta) do not
depend on base point or frames, and projected position has the eigenvalues
X = a (theta / 2 pi + n), n integer.

Model: square lattice, one third of a flux quantum per plaquette, Landau gauge.
At transverse phase kappa it is a chain with hopping -1 and site energies
-2 cos(kappa + 2 pi j / 3).  Energy unit: hopping t.  Length unit: spacing s.
Period a = 3, G = 2 pi / a, two occupied bands out of three.
"""
import numpy as np
from scipy.integrate import solve_ivp

PERIOD = 3
N_OCC = 2
G = 2 * np.pi / PERIOD
SITES = np.arange(PERIOD)
V = np.diag(np.exp(1j * G * SITES))
SHIFT = np.roll(np.eye(PERIOD), 1, axis=1)   # element (j, j+1 mod 3) is one


def dagger(m):
    return m.conj().T


def site_energy(j, kappa):
    return -2 * np.cos(kappa + 2 * np.pi * j / 3)


def bloch(k, kappa):
    hop = -np.exp(1j * k) * SHIFT
    return hop + dagger(hop) + np.diag(site_energy(SITES, kappa))


def frame(k, kappa):
    return np.linalg.eigh(bloch(k, kappa))[1][:, :N_OCC]


def projector(k, kappa):
    f = frame(k, kappa)
    return f @ dagger(f)


def projector_slope(k, kappa):
    """dP/dk from first-order perturbation theory."""
    e, c = np.linalg.eigh(bloch(k, kappa))
    occ, emp = c[:, :N_OCC], c[:, N_OCC:]
    hop_slope = -1j * np.exp(1j * k) * SHIFT
    h_slope = hop_slope + dagger(hop_slope)
    mix = dagger(emp) @ h_slope @ occ
    mix = mix / (e[None, :N_OCC] - e[N_OCC:, None])
    half = emp @ mix @ dagger(occ)
    return half + dagger(half)


def transport(k_start, k_end, kappa, n_steps=1):
    """Solutions U of dU/dk = [P', P] U at n_steps + 1 equally spaced k."""
    def rhs(k, y):
        p, dp = projector(k, kappa), projector_slope(k, kappa)
        return ((dp @ p - p @ dp) @ y.reshape(PERIOD, PERIOD)).ravel()
    sol = solve_ivp(rhs, (k_start, k_end), np.eye(PERIOD, dtype=complex).ravel(),
                    method="DOP853", rtol=1e-11, atol=1e-12,
                    t_eval=np.linspace(k_start, k_end, n_steps + 1))
    assert sol.success
    return sol.y.T.reshape(-1, PERIOD, PERIOD)


def wilson(k_start, kappa):
    u = transport(k_start, k_start + G, kappa)[-1]
    return V @ u @ projector(k_start, kappa)


def projector_product(k_start, kappa, m):
    result = projector(k_start, kappa)
    for j in range(1, m + 1):
        result = projector(k_start + j * G / m, kappa) @ result
    return V @ result


def occupied_eigenvalues(operator, k_start, kappa):
    f = frame(k_start, kappa)
    return np.linalg.eigvals(dagger(f) @ operator @ f)


def centres(eigenvalues):
    return np.sort((PERIOD * np.angle(eigenvalues) / (2 * np.pi)) % PERIOD)


def set_distance(d):
    d = np.abs(d)
    return max(d.min(axis=0).max(), d.min(axis=1).max())


def centre_distance(x, y):
    half = PERIOD / 2
    return set_distance((x[:, None] - y[None, :] + half) % PERIOD - half)


def value_distance(x, y):
    return set_distance(x[:, None] - y[None, :])


def band_edges(kappa):
    e = np.array([np.linalg.eigvalsh(bloch(k, kappa))
                  for k in np.linspace(0, G, 61)])
    return e[:, N_OCC - 1].max(), e[:, N_OCC].min()


def open_chain(kappa, n_cells=40):
    """Eigenvalues and eigenvectors of projected position, open ends."""
    n = PERIOD * n_cells
    x = np.arange(n)
    h = np.diag(site_energy(x, kappa)) - np.eye(n, k=1) - np.eye(n, k=-1)
    e, c = np.linalg.eigh(h)
    occ = c[:, e < np.mean(band_edges(kappa))]
    pos, vec = np.linalg.eigh(occ.T @ (x[:, None] * occ))
    return pos, occ @ vec


kappa, k0, k1 = 0.7, 0.1, 0.9
lower, upper = band_edges(kappa)
assert upper - lower > 0.5
print(f"kappa = {kappa:.2f} rad, period a = {PERIOD} s, G = {G:.6f} 1/s")
print(f"top of occupied bands  = {lower:.6f} t")
print(f"bottom of empty band   = {upper:.6f} t")

# Projector derivative, intertwining, closure and unitarity.
h = 1e-4
difference = (projector(k0 + h, kappa) - projector(k0 - h, kappa)) / (2 * h)
assert np.allclose(difference, projector_slope(k0, kappa), atol=1e-6)
p0 = projector(k0, kappa)
assert np.allclose(projector(k0 + G, kappa), dagger(V) @ p0 @ V, atol=1e-12)
u_part = transport(k0, k1, kappa)[-1]
assert np.allclose(u_part @ p0, projector(k1, kappa) @ u_part, atol=1e-8)
w0 = wilson(k0, kappa)
assert np.allclose(dagger(w0) @ w0, p0, atol=1e-8)
assert np.allclose(w0 @ dagger(w0), p0, atol=1e-8)
eig0 = occupied_eigenvalues(w0, k0, kappa)
x0 = centres(eig0)
print(f"base point k0 = {k0:.2f} 1/s")
for n, x in enumerate(x0, 1):
    print(f"loop phase {n} = {2*np.pi*x/PERIOD:.8f} rad, centre = {x:.8f} s")

# Omitting the closing factor V destroys unitarity on the occupied space.
f0 = frame(k0, kappa)
u_full = transport(k0, k0 + G, kappa)[-1]
smallest = np.linalg.svd(dagger(f0) @ u_full @ f0, compute_uv=False).min()
assert smallest < 0.95
print(f"smallest singular value without V = {smallest:.6f}")

# Convergence of the projector product and its loss of modulus.
grid = k0 + G * np.arange(200) / 200
metric = G * np.mean([0.5 * np.trace(projector_slope(k, kappa)
                      @ projector_slope(k, kappa)).real for k in grid])
print(f"integral of (1/2) Tr P'^2 over cycle = {metric:.6f} s")
print("M | norm error | |det W_M| | predicted | centre error (s)")
norm_errors, centre_errors = [], []
for m in (10, 20, 40, 80, 160):
    wm = projector_product(k0, kappa, m)
    em = occupied_eigenvalues(wm, k0, kappa)
    norm_errors.append(np.linalg.norm(wm - w0, 2))
    centre_errors.append(centre_distance(centres(em), x0))
    modulus = abs(np.prod(em))
    predicted = np.exp(-G * metric / (2 * m))
    print(f"{m:3d} | {norm_errors[-1]:.6f} | {modulus:.6f} | "
          f"{predicted:.6f} | {centre_errors[-1]:.3e}")
assert abs(np.log(modulus) / np.log(predicted) - 1) < 5e-3
assert 0.45 < norm_errors[-1] / norm_errors[-2] < 0.55
assert centre_errors[-1] < centre_errors[-2] / 3
print(f"norm error ratio, M=160 to M=80   = {norm_errors[-1]/norm_errors[-2]:.4f}")
print(f"centre error ratio, M=160 to M=80 = "
      f"{centre_errors[-1]/centre_errors[-2]:.4f}")

# Frame independence: products of overlaps between randomly rotated frames.
rng = np.random.default_rng(4)


def random_frame_loop(m):
    frames = []
    for j in range(m):
        z = rng.normal(size=(N_OCC, N_OCC)) + 1j * rng.normal(size=(N_OCC, N_OCC))
        frames.append(frame(k0 + j * G / m, kappa) @ np.linalg.qr(z)[0])
    frames.append(dagger(V) @ frames[0])
    loop = np.eye(N_OCC)
    for j in range(m):
        loop = dagger(frames[j + 1]) @ frames[j] @ loop
    return loop


loop_a, loop_b = random_frame_loop(40), random_frame_loop(40)
ref = occupied_eigenvalues(projector_product(k0, kappa, 40), k0, kappa)
gauge_error = max(value_distance(np.linalg.eigvals(q), ref)
                  for q in (loop_a, loop_b))
gauge_change = np.linalg.norm(loop_a - loop_b, 2)
assert gauge_error < 1e-11 and gauge_change > 1e-2
print(f"two random frame sets: matrix change = {gauge_change:.4f}")
print(f"two random frame sets: eigenvalue change < 1e-11: {gauge_error < 1e-11}")

# Base-point independence.
w1 = wilson(k1, kappa)
eig1 = occupied_eigenvalues(w1, k1, kappa)
assert np.allclose(w1, u_part @ w0 @ dagger(u_part), atol=1e-7)
base_error = value_distance(eig0, eig1)
base_change = np.linalg.norm(w1 - w0, 2)
assert base_error < 1e-7 and base_change > 1e-2
print(f"base point moved to {k1:.2f} 1/s: operator change = {base_change:.4f}")
print(f"centres from new base point = {centres(eig1)[0]:.8f}, "
      f"{centres(eig1)[1]:.8f} s")

# Real-space ring: eigenvalues of P exp(2 pi i x / L) P are M-th roots.
m_ring = 24
length = PERIOD * m_ring
x_ring = np.arange(length)
ring_hop = np.roll(np.eye(length), 1, axis=1)
h_ring = np.diag(site_energy(x_ring, kappa)) - ring_hop - ring_hop.T
occ_ring = np.linalg.eigh(h_ring)[1][:, :N_OCC * m_ring]
z_ring = np.exp(2j * np.pi * x_ring / length)
roots = np.linalg.eigvals(dagger(occ_ring) @ (z_ring[:, None] * occ_ring))
loop_ring = occupied_eigenvalues(projector_product(0.0, kappa, m_ring), 0.0, kappa)
distance = np.abs(roots[:, None] ** m_ring - loop_ring[None, :])
assert distance.min(axis=1).max() < 1e-8
assert np.all(np.bincount(distance.argmin(axis=1), minlength=N_OCC) == m_ring)
spacing = np.abs(roots[:, None] - roots[None, :]) + 10 * np.eye(len(roots))
assert spacing.min() > 1e-4      # the roots are distinct, so all occur once
print(f"ring of {m_ring} cells: {len(roots)} eigenvalues, all M-th roots of loop")

# Open chain: projected position diagonalized directly, several kappa.
print("kappa (rad) | loop centres (s) | open-chain centres minus 60 s (s)")
worst = 0.0
for kap in (0.3, 0.7, 1.1, 1.5, 1.9):
    loop_x = centres(occupied_eigenvalues(wilson(k0, kap), k0, kap))
    pos = open_chain(kap)[0]
    middle = pos[(pos >= 60) & (pos < 63)] - 60
    assert len(middle) == N_OCC
    worst = max(worst, centre_distance(loop_x, middle))
    print(f"{kap:.1f} | {loop_x[0]:.6f} {loop_x[1]:.6f} | "
          f"{middle[0]:.6f} {middle[1]:.6f}")
assert worst < 1e-6
print(f"largest loop/open-chain difference below 1e-6 s: {worst < 1e-6}")

# Hybrid Wannier function built by transport, against the open-chain eigenvector.
n_cells = 40
u_grid = transport(k0, k0 + G, kappa, n_cells)[:-1]
k_grid = k0 + G * np.arange(n_cells) / n_cells
values, vectors = np.linalg.eig(dagger(f0) @ w0 @ f0)
start = f0 @ vectors[:, 0]
target = 60 + centres(values[:1])[0]
phi = np.exp(-1j * target * (k_grid - k0))[:, None] * (u_grid @ start)
x_chain = np.arange(PERIOD * n_cells)
wave = np.exp(1j * np.outer(x_chain, k_grid))
wannier = np.sum(wave * phi[:, x_chain % PERIOD].T, axis=1) / n_cells
pos, states = open_chain(kappa, n_cells)
nearest = np.argmin(np.abs(pos - target))
overlap = abs(np.vdot(states[:, nearest], wannier))
assert abs(np.linalg.norm(wannier) - 1) < 1e-7
assert abs(overlap - 1) < 1e-7
mean_x = np.sum(x_chain * np.abs(wannier) ** 2)
spread = np.sqrt(np.sum((x_chain - mean_x) ** 2 * np.abs(wannier) ** 2))
assert abs(mean_x - target) < 1e-6
print(f"hybrid Wannier function: predicted centre = {target:.6f} s")
print(f"hybrid Wannier function: mean position    = {mean_x:.6f} s")
print(f"hybrid Wannier function: rms width        = {spread:.6f} s")
print(f"overlap with open-chain eigenvector       = {overlap:.8f}")

print("done: every assertion held")
```

It prints:

```
kappa = 0.70 rad, period a = 3 s, G = 2.094395 1/s
top of occupied bands  = 0.165811 t
bottom of empty band   = 2.362372 t
base point k0 = 0.10 1/s
loop phase 1 = 0.10292226 rad, centre = 0.04914176 s
loop phase 2 = 3.95822826 rad, centre = 1.88991478 s
smallest singular value without V = 0.829367
integral of (1/2) Tr P'^2 over cycle = 0.465214 s
M | norm error | |det W_M| | predicted | centre error (s)
 10 | 0.033261 | 0.952656 | 0.952451 | 3.794e-04
 20 | 0.016824 | 0.975962 | 0.975936 | 9.453e-05
 40 | 0.008454 | 0.987898 | 0.987895 | 2.361e-05
 80 | 0.004237 | 0.993929 | 0.993929 | 5.902e-06
160 | 0.002121 | 0.996960 | 0.996960 | 1.475e-06
norm error ratio, M=160 to M=80   = 0.5006
centre error ratio, M=160 to M=80 = 0.2500
two random frame sets: matrix change = 1.6610
two random frame sets: eigenvalue change < 1e-11: True
base point moved to 0.90 1/s: operator change = 0.3445
centres from new base point = 0.04914176, 1.88991478 s
ring of 24 cells: 48 eigenvalues, all M-th roots of loop
kappa (rad) | loop centres (s) | open-chain centres minus 60 s (s)
0.3 | 0.028839 1.749899 | 0.028839 1.749899
0.7 | 0.049142 1.889915 | 0.049142 1.889915
1.1 | 0.072726 1.935300 | 0.072726 1.935300
1.5 | 0.132716 1.955428 | 0.132716 1.955428
1.9 | 0.322657 1.979657 | 0.322657 1.979657
largest loop/open-chain difference below 1e-6 s: True
hybrid Wannier function: predicted centre = 60.049142 s
hybrid Wannier function: mean position    = 60.049142 s
hybrid Wannier function: rms width        = 0.292641 s
overlap with open-chain eigenvector       = 1.00000000
done: every assertion held
```
